# A globally convergent Newton variable for the undoped double-gate equation: test program

```python
"""
Result under test: the undoped symmetric double-gate voltage equation
    ln(beta) - ln(cos(beta)) + 2 r beta tan(beta) = v,   0 < beta < pi/2
is solved by undamped Newton iteration in an unrestricted real variable s,
    beta = arctan( ln(1 + exp(s)) / (pi r) ),
which converges from every start when 0 < r <= 2.
r = eps_si t_ox / (eps_ox t_si); v = scaled gate voltage;
u = electron potential divided by kT/q; film faces lie at x = +-t_si/2.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

q, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
eps_si, eps_ox = 11.7 * const.epsilon_0, 3.9 * const.epsilon_0
t_si, t_ox = 7e-9, 1e-9
T_ref, ni_ref, gap = 300.0, 1e16, 1.12      # K, m^-3, eV
r_dev = eps_si * t_ox / (eps_ox * t_si)
phi_t = kB * T_ref / q
mass_l, mass_t = 0.916, 0.19                # silicon valley masses / m0


def show(label, value, unit="", fmt=".5g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


# ---------- transformed equation and Newton iteration ----------
def angle_data(s, r):
    L = np.logaddexp(0.0, s)
    tangent = L / (np.pi * r)
    return L, tangent, np.arctan(tangent)


def residual_slope(s, v, r):
    L, tangent, beta = angle_data(s, r)
    sin_cos = tangent / (1 + tangent**2)
    sin_sq = tangent * sin_cos
    F = np.log(beta) + 0.5 * np.log1p(tangent**2) + 2 * r * beta * tangent - v
    g = sin_cos / beta + sin_sq
    kappa = 2 / np.pi * (beta + sin_cos)
    rise = -np.expm1(-L)
    return F, g * rise / L + kappa * rise


def newton(v, r, s=None):
    s = v + np.log(np.pi * r) if s is None else float(s)
    history = []
    for _ in range(200):
        F, slope = residual_slope(s, v, r)
        history.append((s, F))
        if abs(F) <= 1e-12 * max(1.0, abs(v)):
            return history
        s -= F / slope
    raise AssertionError("Newton iteration did not converge")


# ---------- slope against differentiation of the original equation ----------
mp.mp.dps = 50


def original(beta, r):
    return mp.log(beta) - mp.log(mp.cos(beta)) + 2 * r * beta * mp.tan(beta)


for r in (0.01, r_dev, 2.0):
    for s in (-5.0, 0.7, 12.0, 90.0):
        def in_s(z):
            return original(mp.atan(mp.log(1 + mp.exp(z)) / (mp.pi * r)), r)
        exact_slope = float(mp.diff(in_s, s))
        assert abs(residual_slope(s, 0.0, r)[1] / exact_slope - 1) < 1e-10

# ---------- slope bounds for all 0 < r <= r_max ----------
r_max, step, L_end = 2.0, 1e-3, 60.0
L_mid = (np.arange(int(L_end / step)) + 0.5) * step
rise = -np.expm1(-L_mid)


def kappa_of(tangent):
    return 2 / np.pi * (np.arctan(tangent) + tangent / (1 + tangent**2))


# 1.8 exceeds the Lipschitz constants of both bounding functions
margin = 1.8 * step / 2
lower = rise / L_mid + kappa_of(L_mid / (np.pi * r_max)) * rise
upper = 1.25 * rise / L_mid + rise
tail_low = kappa_of(L_end / (np.pi * r_max)) * -np.expm1(-L_end)
slope_min = min(lower.min() - margin, tail_low)
slope_max = max(upper.max() + margin, 1 + 1.25 / L_end)
contraction = slope_max / slope_min - 1
assert contraction < 1
for r in np.geomspace(1e-3, r_max, 25):
    sl = residual_slope(np.linspace(-30, 500, 5301), 0.0, r)[1]
    assert slope_min <= sl.min() and sl.max() <= slope_max

# ---------- global convergence against bisection in beta ----------
worst_root, worst_steps = 0.0, 0
for r in (0.01, r_dev, 2.0):
    for v in (-30.0, 0.0, 5.0, 60.0, 2000.0):
        lo, hi = mp.mpf(0), mp.pi / 2
        for _ in range(150):
            mid = (lo + hi) / 2
            if original(mid, r) > v:
                hi = mid
            else:
                lo = mid
        tan_root = float(mp.tan((lo + hi) / 2))
        L_root = np.pi * r * tan_root
        s_root = L_root + np.log(-np.expm1(-L_root))
        for start in (-300.0, 0.0, 300.0, 1e4):
            hist = newton(v, r, start)
            worst_steps = max(worst_steps, len(hist) - 1)
            for k, (s, F) in enumerate(hist):
                slack = 1e-11 * (1 + abs(s) + abs(v))
                log_error = abs(np.log(angle_data(s, r)[1] / tan_root))
                assert log_error <= abs(F) / slope_min + slack
                if k:
                    old = hist[k - 1][0]
                    slack += 1e-11 * abs(old)
                    assert abs(s - s_root) <= contraction * abs(old - s_root) + slack
            worst_root = max(worst_root, log_error)
assert worst_root < 1e-8


# ---------- physical quantities from the transformed solution ----------
def intrinsic(T):
    return ni_ref * (T / T_ref)**1.5 * np.exp(-gap * q / (2 * kB) * (1 / T - 1 / T_ref))


def offset(T=T_ref):
    return np.log(2 / t_si * np.sqrt(2 * eps_si * kB * T / (q**2 * intrinsic(T))))


def scaled_voltage(Vg, T=T_ref):
    return Vg * q / (2 * kB * T) - offset(T)


def solve_angle(Vg, T=T_ref):
    s = newton(scaled_voltage(Vg, T), r_dev)[-1][0]
    return angle_data(s, r_dev)[1:]


def sheet_density(Vg, T=T_ref):
    tangent, beta = solve_angle(Vg, T)
    return 8 * eps_si * kB * T / (q**2 * t_si) * beta * tangent


def closed_potential(Vg, x):
    beta = solve_angle(Vg)[1]
    return 2 * (np.log(beta) + offset() - np.log(np.cos(2 * beta * x / t_si)))


# ---------- finite-volume Poisson solver for any local density law ----------
def poisson(u, density, Vg):
    n_nodes = len(u)
    h = t_si / (n_nodes - 1)
    weight = np.full(n_nodes, h)
    weight[[0, -1]] = h / 2
    coupling = q**2 / (eps_si * kB * T_ref)
    gate = 1 / (r_dev * t_si)
    u = u.copy()
    for _ in range(300):
        n, dn = density(u)
        balance = -coupling * weight * n
        flux = np.diff(u) / h
        balance[:-1] += flux
        balance[1:] -= flux
        balance[[0, -1]] += gate * (Vg / phi_t - u[[0, -1]])
        band = np.zeros((3, n_nodes))
        band[0, 1:] = band[2, :-1] = -1 / h
        band[1] = 2 / h + coupling * weight * dn
        band[1, [0, -1]] += gate - 1 / h
        du = solve_banded((1, 1), band, balance)
        u += du
        if np.max(np.abs(du)) < 1e-8:
            return u, np.sum(weight * density(u)[0])
    raise AssertionError("Poisson iteration did not converge")


def boltzmann(u):
    n = ni_ref * np.exp(u)
    return n, n


worst_charge = worst_potential = 0.0
for Vg in (0.3, 0.8, 1.5):
    u_c, n_c = poisson(np.full(1001, Vg / phi_t), boltzmann, Vg)
    u_f, n_f = poisson(np.full(2001, Vg / phi_t), boltzmann, Vg)
    u_best = (4 * u_f[::2] - u_c) / 3
    n_best = (4 * n_f - n_c) / 3
    x = np.linspace(-t_si / 2, t_si / 2, 1001)
    worst_charge = max(worst_charge, abs(n_best / sheet_density(Vg) - 1))
    worst_potential = max(worst_potential, np.max(np.abs(u_best - closed_potential(Vg, x))))
assert worst_charge < 1e-6 and worst_potential < 1e-5

# ---------- raw Newton in beta ----------


def raw(beta, v):
    tangent = np.tan(beta)
    F = np.log(beta) - np.log(np.cos(beta)) + 2 * r_dev * beta * tangent - v
    slope = 1 / beta + tangent + 2 * r_dev * (tangent + beta * (1 + tangent**2))
    return F, slope


F_mid, slope_mid = raw(np.pi / 4, 0.0)
window = [2 * phi_t * (F_mid + sign * slope_mid * np.pi / 4 + offset()) for sign in (-1, 1)]
V_on, V_sub = 0.8, 0.3
F_on, _ = raw(np.pi / 4, scaled_voltage(V_on))
raw_first = np.pi / 4 - F_on / slope_mid
assert raw_first > np.pi / 2 and window[1] < V_on
beta_raw, raw_steps = np.pi / 2 - 1e-6, 0
while abs(raw(beta_raw, scaled_voltage(V_on))[0]) > 1e-10:
    F, slope = raw(beta_raw, scaled_voltage(V_on))
    beta_raw -= F / slope
    raw_steps += 1
    assert 0 < beta_raw < np.pi / 2 and raw_steps < 200
history_on = newton(scaled_voltage(V_on), r_dev)
assert abs(beta_raw - solve_angle(V_on)[1]) < 1e-9
assert len(history_on) - 1 < raw_steps
sweep_steps = max(len(newton(scaled_voltage(V), r_dev)) - 1 for V in np.linspace(0, 5, 501))


# ---------- self-consistent confinement, two valley classes, hard walls ----------
def band_density(scale=1.0):
    m_dos = scale * (mass_l * mass_t**2)**(1 / 3) * m0
    return 12 * (m_dos * kB * T_ref / (2 * np.pi * hbar**2))**1.5


def quantum(Vg, degenerate=True, scale=1.0):
    n_nodes, n_states = 241, 50
    x = np.linspace(-t_si / 2, t_si / 2, n_nodes)
    h = x[1] - x[0]
    u = closed_potential(Vg, x)
    classes = ((2, mass_l, mass_t), (4, mass_t, np.sqrt(mass_l * mass_t)))
    for _ in range(150):
        eta, prob, dos = [], [], []
        edge = np.log(band_density(scale) / ni_ref) - u
        for valleys, m_x, m_plane in classes:
            kin = hbar**2 / (2 * scale * m_x * m0 * h**2 * kB * T_ref)
            E, psi = eigh_tridiagonal(2 * kin + edge[1:-1], np.full(n_nodes - 3, -kin),
                                      select="i", select_range=(0, n_states - 1))
            full = np.zeros((n_states, n_nodes))
            full[:, 1:-1] = psi.T**2 / h
            eta.append(-E)
            prob.append(full)
            dos.append(np.full(n_states, valleys * scale * m_plane * m0 * kB * T_ref
                               / (np.pi * hbar**2)))
        ground = [-e[0] - edge[n_nodes // 2] for e in eta]
        eta_all, weight = np.concatenate(eta), np.concatenate(dos)[:, None] * np.vstack(prob)
        u_ref = u.copy()

        def density(u_new):
            arg = eta_all[:, None] + (u_new - u_ref)[None, :]
            if degenerate:
                return (np.sum(weight * np.logaddexp(0, arg), axis=0),
                        np.sum(weight * expit(arg), axis=0))
            n = np.sum(weight * np.exp(arg), axis=0)
            return n, n

        u_new, total = poisson(u_ref, density, Vg)
        change = np.max(np.abs(u_new - u_ref))
        u = u_ref + 0.7 * (u_new - u_ref)
        if change < 1e-6:
            return total, np.array(ground) * phi_t
    raise AssertionError("Schroedinger-Poisson iteration did not converge")


N_on, N_sub = sheet_density(V_on), sheet_density(V_sub)
Nq_sub, levels = quantum(V_sub)
Nq_on, _ = quantum(V_on)
Nq_boltz, _ = quantum(V_on, degenerate=False)
Nq_heavy, _ = quantum(V_on, degenerate=False, scale=16.0)
box = [(np.pi * hbar / t_si)**2 / (2 * m * m0 * q) for m in (mass_l, mass_t)]
assert np.allclose(levels, box, rtol=0.01)
loss, loss_heavy = 1 - Nq_boltz / N_on, 1 - Nq_heavy / N_on
assert 0 < loss_heavy < 0.5 * loss
shift_on = V_on - brentq(lambda V: sheet_density(V) - Nq_on, 0.1, 1.0)
shift_sub = V_sub - brentq(lambda V: sheet_density(V) - Nq_sub, 0.05, 0.6)

# ---------- oxide tunnelling estimate ----------
u_center, u_surface = closed_potential(V_on, np.array([0.0, t_si / 2]))
V_oxide = V_on - phi_t * u_surface
barrier, m_oxide = 3.1, 0.4                 # eV, units of m0
pref = np.sqrt(2 * m_oxide * m0 * q) / hbar
exponent = 4 * pref * t_ox / (3 * V_oxide) * (barrier**1.5 - (barrier - V_oxide)**1.5)
numeric = 2 * pref * t_ox * quad(lambda z: np.sqrt(barrier - V_oxide * z), 0, 1)[0]
assert abs(exponent / numeric - 1) < 1e-9
attempt = np.pi * hbar / (2 * mass_l * m0 * t_si**2)
leakage = q * N_on * attempt * np.exp(-exponent)

# ---------- short-channel decay length ----------
b = brentq(lambda z: 2 * r_dev * z * np.sin(z) - np.cos(z), 1e-6, np.pi / 2)
cells = 400
h = 1 / cells
w = np.full(cells + 1, h)
w[[0, -1]] = h / 2
diag = np.full(cells + 1, 2 / h)
diag[[0, -1]] = 1 / h
diag[-1] += 1 / (2 * r_dev)
b_sq = eigh_tridiagonal(diag / w, -1 / h / np.sqrt(w[:-1] * w[1:]),
                        select="i", select_range=(0, 0))[0][0]
assert abs(b_sq / b**2 - 1) < 1e-4
decay = t_si / (2 * b)
channel = 20e-9

# ---------- printed numbers ----------
show("Film thickness", t_si * 1e9, "nm")
show("Oxide thickness per face", t_ox * 1e9, "nm")
show("Relative permittivity, silicon", eps_si / const.epsilon_0)
show("Relative permittivity, oxide", eps_ox / const.epsilon_0)
show("Temperature", T_ref, "K")
show("Thermal voltage", phi_t * 1e3, "mV")
show("Intrinsic density", ni_ref * 1e-6, "cm^-3")
show("Ratio r", r_dev)
show("Logarithmic offset in v", offset(), "", ".6f")
show("Certified range: largest r", r_max)
show("Slope lower bound m", slope_min)
show("Slope upper bound M", slope_max)
show("Contraction bound M/m - 1", contraction)
show("Most Newton steps, remote starts", worst_steps)
show("Most Newton steps, standard start, 0 to 5 V", sweep_steps)
show("Largest error of ln(tan beta) against bisection", worst_root, "", ".1e")
show("Largest relative charge error against Poisson grid", worst_charge, "", ".1e")
show("Largest potential error against Poisson grid", worst_potential, "kT/q", ".1e")
show("Raw Newton from pi/4, window lower edge", window[0], "V", ".4f")
show("Raw Newton from pi/4, window upper edge", window[1], "V", ".4f")
show("Raw first iterate at 0.8 V", raw_first, "rad")
show("Raw steps at 0.8 V from pi/2 - 1e-6", raw_steps)
show("Scaled voltage v at 0.8 V", scaled_voltage(V_on), "", ".6f")
for k, (s, F) in enumerate(history_on):
    print(f"Step {k}: s = {s:.9f}, beta = {angle_data(s, r_dev)[2]:.9f} rad, F = {F:.2e}")
show("tan(beta) at 0.8 V", solve_angle(V_on)[0], "", ".6f")
show("Centre potential at 0.8 V", phi_t * u_center, "V")
show("Surface potential at 0.8 V", phi_t * u_surface, "V")
show("Classical sheet density at 0.8 V", N_on * 1e-4, "cm^-2")
show("Classical sheet density at 0.3 V", N_sub * 1e-4, "cm^-2")
show("Surface density / band density at 0.8 V", ni_ref * np.exp(u_surface) / band_density())
show("Lowest level, heavy confinement mass", levels[0] * 1e3, "meV")
show("Lowest level, light confinement mass", levels[1] * 1e3, "meV")
show("Quantum Fermi sheet density at 0.8 V", Nq_on * 1e-4, "cm^-2")
show("Quantum Boltzmann sheet density at 0.8 V", Nq_boltz * 1e-4, "cm^-2")
show("Quantum Fermi sheet density at 0.3 V", Nq_sub * 1e-4, "cm^-2")
show("Equivalent gate shift at 0.8 V", shift_on * 1e3, "mV")
show("Equivalent gate shift at 0.3 V", shift_sub * 1e3, "mV")
show("Oxide field at 0.8 V", V_oxide / t_ox * 1e-8, "MV/cm")
show("WKB transmission at 0.8 V", np.exp(-exponent), "", ".1e")
show("Rough tunnelling current density per face", leakage * 1e-4, "A/cm^2", ".1e")
show("Short-channel decay length", decay * 1e9, "nm")
show("Half-channel decay factor, 20 nm channel", np.exp(-channel / (2 * decay)))
show("Hole/electron ratio at potential 0.2 V", np.exp(-2 * 0.2 / phi_t), "", ".1e")
show("Classical sheet density at 0.3 V and 358 K", sheet_density(V_sub, 358.0) * 1e-4, "cm^-2")
print("OK")
```

Printed output:

```
Film thickness: 7 nm
Oxide thickness per face: 1 nm
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Temperature: 300 K
Thermal voltage: 25.852 mV
Intrinsic density: 1e+10 cm^-3
Ratio r: 0.42857
Logarithmic offset in v: 9.712318
Certified range: largest r: 2
Slope lower bound m: 0.7442
Slope upper bound M: 1.4279
Contraction bound M/m - 1: 0.91873
Most Newton steps, remote starts: 6
Most Newton steps, standard start, 0 to 5 V: 3
Largest error of ln(tan beta) against bisection: 2.7e-12
Largest relative charge error against Poisson grid: 5.4e-09
Largest potential error against Poisson grid: 1.8e-07 kT/q
Raw Newton from pi/4, window lower edge: 0.3606 V
Raw Newton from pi/4, window upper edge: 0.7242 V
Raw first iterate at 0.8 V: 1.8983 rad
Raw steps at 0.8 V from pi/2 - 1e-6: 23
Scaled voltage v at 0.8 V: 5.760373
Step 0: s = 6.057804830, beta = 1.352174758 rad, F = 1.29e+00
Step 1: s = 4.963848881, beta = 1.306282519 rad, F = -1.79e-02
Step 2: s = 4.978628591, beta = 1.307025611 rad, F = -3.84e-06
Step 3: s = 4.978631767, beta = 1.307025771 rad, F = -1.78e-13
tan(beta) at 0.8 V: 3.702840
Centre potential at 0.8 V: 0.51601 V
Surface potential at 0.8 V: 0.58552 V
Classical sheet density at 0.8 V: 9.2455e+12 cm^-2
Classical sheet density at 0.3 V: 7.6641e+08 cm^-2
Surface density / band density at 0.8 V: 2.5049
Lowest level, heavy confinement mass: 8.3768 meV
Lowest level, light confinement mass: 40.388 meV
Quantum Fermi sheet density at 0.8 V: 6.6817e+12 cm^-2
Quantum Boltzmann sheet density at 0.8 V: 6.8009e+12 cm^-2
Quantum Fermi sheet density at 0.3 V: 3.2605e+08 cm^-2
Equivalent gate shift at 0.8 V: 75.065 mV
Equivalent gate shift at 0.3 V: 22.109 mV
Oxide field at 0.8 V: 2.1448 MV/cm
WKB transmission at 0.8 V: 1.4e-05
Rough tunnelling current density per face: 8.1e+01 A/cm^2
Short-channel decay length: 3.8507 nm
Half-channel decay factor, 20 nm channel: 0.0745
Hole/electron ratio at potential 0.2 V: 1.9e-07
Classical sheet density at 0.3 V and 358 K: 5.074e+09 cm^-2
OK
```
